\section*{Expected improvement for Gaussian predictions in atomic layer deposition}

Four simulated runs of a deposition process leave a choice of where, within the range of doses already tried, to make the fifth. The predicted growth rate is largest at a precursor dose of 1.06 s, and the prediction is least certain at 0.60 s, yet the largest expected improvement lies at neither dose but at 0.77 s. The reason is that an uncertain run can be discarded if it disappoints and kept if it succeeds. When the prediction is Gaussian, the value of that freedom has a closed form.

The process is a model of aluminium oxide growth from trimethylaluminium and water at 473 K. Each cycle exposes the surface to the precursor for a dose time $d$, and all other steps take a fixed time $t_0=5.0$ s. At partial pressure $p=0.01$ Torr, kinetic theory gives the number of precursor molecules striking unit area per unit time,
\begin{equation}
J=\frac{p}{\sqrt{2\pi M k_{\rm B}T}}=1.90\times10^{4}\ {\rm nm^{-2}\,s^{-1}},
\end{equation}
with $M$ the mass of the monomer, 72.09 u. Let the surface take up at most $N_s=4.0$ molecules per nm$^2$, and let a molecule that strikes a free site react with probability $\beta=10^{-3}$. The filled fraction $\theta$ obeys $N_s\,d\theta/dt=\beta J(1-\theta)$ with $\theta(0)=0$, so
\begin{equation}
\theta(d)=1-e^{-d/\tau},\qquad \tau=\frac{N_s}{\beta J}=0.210\ {\rm s}.
\end{equation}
A saturated cycle adds $g=0.10$ nm. The growth rate in nm/min, with times in seconds, is therefore
\begin{equation}
R(d)=\frac{60\,g\,\theta(d)}{d+t_0}.
\end{equation}
A short dose leaves sites empty, and a long one spends time on a surface already full. The four runs, at 0.05, 0.20, 2.00 and 5.00 s, give 0.251, 0.708, 0.857 and 0.600 nm/min. The search sees these values but not the formula for $R$, and it considers only doses from 0.05 to 5.00 s.

Let $f$ be the unknown rate at a candidate dose, and let the runs imply that $f$ is Gaussian with mean $\mu$ and standard deviation $\sigma>0$. Let $b$ be the best rate already measured, here 0.857 nm/min, and suppose for now that measurements have no noise. After the new run one keeps the better of the two tested settings, so the result is $\max(f,b)$. The expected gain over stopping now is the expected improvement,
\begin{equation}
{\rm EI}=E[\max(f,b)]-b=E[\max(f-b,0)].
\end{equation}
Define $\Delta=\mu-b$ and $z=\Delta/\sigma$, and write $f=\mu+\sigma s$, where $s$ has the standard normal density $\phi(s)=e^{-s^2/2}/\sqrt{2\pi}$ and distribution function $\Phi$. Then $f-b=\Delta+\sigma s$ is positive for $s>-z$, and
\begin{align}
{\rm EI}&=\int_{-z}^{\infty}(\Delta+\sigma s)\phi(s)\,ds\nonumber\\
&=\Delta[1-\Phi(-z)]+\sigma\int_{-z}^{\infty}s\,\phi(s)\,ds .
\end{align}
By symmetry $1-\Phi(-z)=\Phi(z)$. Since $\phi'(s)=-s\phi(s)$, the last integral is $[-\phi(s)]_{-z}^{\infty}=\phi(-z)=\phi(z)$. Hence
\begin{equation}
{\rm EI}=\Delta\,\Phi(z)+\sigma\,\phi(z)=\sigma h(z),\qquad h(z)=z\Phi(z)+\phi(z).
\label{ei}
\end{equation}
If $\sigma=0$ the outcome is certain and ${\rm EI}=\max(\Delta,0)$. For a quantity to be minimised, the same formula holds with $\Delta=b-\mu$.

At 0.77 s the prediction is $\mu=0.9102$ and $\sigma=0.1808$ nm/min. Thus $\Delta=0.0532$ nm/min, $z=0.294$, $\Phi=0.6156$ and $\phi=0.3821$, and the two terms are
\begin{equation}
{\rm EI}=0.0327+0.0691=0.1018\ {\rm nm/min}.
\end{equation}
It is tempting to call the first term the reward for predicted gain and the second the reward for uncertainty. But both depend on $\sigma$ through $z$, and the first is negative when $\Delta<0$. The separate influences appear in the derivatives. From the definition of $h$,
\begin{equation}
h'(z)=\Phi(z)+z\phi(z)-z\phi(z)=\Phi(z).
\end{equation}
With $b$ fixed, $\partial z/\partial\mu=1/\sigma$ and $\partial z/\partial\sigma=-z/\sigma$, so
\begin{align}
\frac{\partial\,{\rm EI}}{\partial\mu}&=\sigma h'(z)\frac1\sigma=\Phi(z),\\
\frac{\partial\,{\rm EI}}{\partial\sigma}&=h(z)-z h'(z)=\phi(z).
\end{align}
Both are positive. Expected improvement does not charge a penalty for uncertainty; at fixed mean it rewards it. Along a line of constant EI,
\begin{equation}
\frac{d\mu}{d\sigma}=-\frac{\phi(z)}{\Phi(z)},
\end{equation}
which is $-0.62$ at the chosen dose. There, to first order, an extra 0.010 nm/min of standard deviation makes up for a mean lower by 0.0062 nm/min. This price depends on the incumbent:
\begin{equation}
\frac{d}{dz}\frac{\phi}{\Phi}=-\frac{z\phi}{\Phi}-\frac{\phi^2}{\Phi^2}=-\frac{\phi\,h}{\Phi^2}<0,
\end{equation}
because $h={\rm EI}/\sigma$ is positive. Raising $b$ at fixed $\mu$ and $\sigma$ lowers $z$ and makes uncertainty count for more relative to the mean.

There is also an exact split into a part that survives without uncertainty and a part that does not. Since $\Phi(z)+\Phi(-z)=1$ and $\phi$ is even,
\begin{equation}
h(z)-h(-z)=z[\Phi(z)+\Phi(-z)]=z .
\end{equation}
For $\Delta\ge0$ this gives $\sigma h(z)=\Delta+\sigma h(-|z|)$; for $\Delta<0$ we already have $z=-|z|$. Both cases read
\begin{equation}
{\rm EI}=\max(\Delta,0)+\sigma h(-|z|).
\label{split}
\end{equation}
The second part is an option value. If $\Delta>0$, it is the expected loss avoided by being able to return to the incumbent; if $\Delta<0$, it is the chance of a pleasant surprise, weighted by its size. For the chosen dose the parts are 0.0532 and 0.0487 nm/min, so nearly half of the expected gain comes from the freedom to discard the result. At $\Delta=0$ the option value is all there is, and ${\rm EI}=\sigma/\sqrt{2\pi}$.

For a candidate far below the incumbent, put $z=-x$ with $x\gg1$. Then $h(-x)=\phi(x)-xQ(x)$, where $Q(x)=\int_x^\infty\phi(s)\,ds$. Writing $\phi=(1/s)(s\phi)$ and integrating by parts repeatedly gives
\begin{align}
Q(x)&=\frac{\phi(x)}{x}-\int_x^\infty\frac{\phi(s)}{s^2}\,ds\nonumber\\
&=\phi(x)\left[\frac1x-\frac1{x^3}+\frac3{x^5}-\cdots\right],\\
h(-x)&=\phi(x)\left[\frac1{x^2}-\frac3{x^4}+\cdots\right].
\end{align}
Expected improvement is then suppressed by a Gaussian factor but is not zero. The series is asymptotic and needs large $x$. At a dose of 0.25 s, where $z=-1.61$ and $\sigma=0.0555$ nm/min, its first term gives 0.0023 nm/min, while the closed form gives 0.00125 nm/min.

The numbers $\mu$ and $\sigma$ come from a Gaussian process, a prior under which the rates at any set of doses are jointly Gaussian. With $x=\ln(d/{\rm s})$ from here on, the prior has constant mean $m=0.6$ nm/min and covariance
\begin{equation}
\kappa(x,x')=A^2\exp\left[-\frac{(x-x')^2}{2\ell^2}\right],
\end{equation}
with $A=0.3$ nm/min and $\ell=1.0$, round values that are chosen, not fitted. Collect the measured rates in the vector $y$, their prior covariances in the matrix $K$, and their covariances with $f(x)$ in the vector $k$. Write
\begin{equation}
f(x)-m=k^{\rm T}K^{-1}(y-m)+e .
\end{equation}
This defines $e$, whose covariance with $y$ is $k^{\rm T}-k^{\rm T}K^{-1}K=0$. For jointly Gaussian variables zero covariance means independence, so the data tell nothing about $e$, which has mean zero. The two parts on the right are independent, their variances add up to $\kappa(x,x)$, and the first has variance $k^{\rm T}K^{-1}KK^{-1}k=k^{\rm T}K^{-1}k$. Therefore
\begin{align}
\mu(x)&=m+k^{\rm T}K^{-1}(y-m),\\
\sigma^2(x)&=\kappa(x,x)-k^{\rm T}K^{-1}k .
\end{align}

With the incumbent fixed, the chain rule and the two derivatives found above give, at a smooth interior maximum of EI,
\begin{equation}
\Phi(z)\,\mu'(x)+\phi(z)\,\sigma'(x)=0 .
\label{balance}
\end{equation}
This is the balance between predicted gain and uncertainty. As $\Phi$ and $\phi$ are positive, the slopes have opposite signs unless both vanish. At 0.77 s, $\mu'=0.0588$ and $\sigma'=-0.0948$ nm/min per unit of $x$, and the products are $+0.0362$ and $-0.0362$. A longer dose would raise the predicted rate but move toward the measured point at 2.00 s, where less remains to be learned.

The maximum is fairly flat. EI is 0.091 nm/min at the dose of largest mean and 0.096 at that of largest standard deviation, against 0.102 at the chosen dose. The simulated process returns 1.013 nm/min there, a gain of 0.156 nm/min over the incumbent. That exceeds the expected 0.102 because the true rate lies 0.57 standard deviations above the predicted mean. A single outcome neither confirms nor refutes an expectation.

The true optimum of the model follows from $dR/dd=0$. With $v=d/\tau$, this requires $e^{-v}(d+t_0)/\tau=1-e^{-v}$, or
\begin{equation}
e^{v}=1+v+\frac{t_0}{\tau},
\end{equation}
which gives $d=0.70$ s and 1.015 nm/min. After the first new run the largest EI within the search range falls to 0.007 nm/min, at 0.55 s. Far outside that range, where the prediction returns to the prior, EI would be 0.012 nm/min, so the limits of the search now affect the choice. The second new run, made at 0.55 s, yields 1.002 nm/min and improves nothing. The third, at 0.70 s, comes within $10^{-5}$ nm/min of the optimum, a closeness that belongs to noise-free simulation.

The interpretation of EI as an expected gain depends on the decision allowed afterwards. We assumed that one adopts a tested setting. If an untested dose could be adopted on the strength of its predicted mean, the starting value would be 0.9205 nm/min, the largest mean, and not 0.857. EI also looks one run ahead and does not plan a series.

Noise changes the formula's inputs. Let $x_b$ be the incumbent setting, whose true rate is now uncertain too. Let $V_x$ and $V_b$ be the posterior variances of $f(x)$ and $f(x_b)$, and $C$ their covariance. The difference $D=f(x)-f(x_b)$ is Gaussian with mean $\Delta$, now the difference of the two posterior means, and variance $S^2=V_x+V_b-2C$. The derivation of (\ref{ei}) applies to $D$, so $E[\max(D,0)]=S\,h(\Delta/S)$ for $S>0$. But this gain can be collected in full only if one learns, before the choice, which of the two true rates is larger.

What one will have is a reading $y_x=f(x)+\varepsilon$, with independent Gaussian noise $\varepsilon$ of mean zero and variance $n^2$. Gaussian conditioning, as above, updates the mean of $D$ to
\begin{equation}
E[D|y_x]=\Delta+\frac{V_x-C}{V_x+n^2}\,(y_x-\mu),
\end{equation}
because ${\rm Cov}(D,y_x)=V_x-C$ and ${\rm Var}(y_x)=V_x+n^2$. Before the run, $y_x-\mu$ is Gaussian with mean zero and variance $V_x+n^2$, so the updated mean is Gaussian about $\Delta$ with standard deviation
\begin{equation}
\tilde S=\frac{|V_x-C|}{\sqrt{V_x+n^2}} .
\end{equation}
Choosing the setting with the larger updated mean gains $\tilde S\,h(\Delta/\tilde S)$ on average. If the incumbent was measured without noise, then $V_b=C=0$; if also $n=0$, $\tilde S=\sigma$ and the first result returns.

Take $n=0.02$ nm/min, keep the four recorded values and the dose of 0.77 s, and recompute the posterior. The realisable gain is 0.1006 nm/min, about 1\% below the noise-free figure. The choice of width in the formula matters more when the incumbent itself is repeated. Then $\Delta=0$ and $V_x=C$, so $\tilde S=0$ and nothing is gained, since there is only one setting to choose. Inserting the width of the noisy reading, $\sqrt{V_x+n^2}$, for $\sigma$ in (\ref{ei}) would instead promise 0.011 nm/min. That number treats a lucky reading as a better process.

The prior matters more than this noise. Keeping the data and all other settings, $\ell=0.7$ moves the chosen dose to 0.98 s with an EI of 0.063 nm/min, whereas $\ell=1.4$ gives 0.77 s and 0.137 nm/min. Changing $A$ to 0.2 or 0.45 nm/min gives 0.85 s or 0.71 s, with EI of 0.080 or 0.138 nm/min. The direction of the latter shift follows from (\ref{balance}). For noise-free data $K^{-1}k$ does not depend on $A$, so $\mu(x)$ is unchanged and $\sigma(x)$ is proportional to $A$. At the old optimum, where $\Delta>0$, a larger $A$ lowers $z$ and raises $\phi/\Phi$ as well as $|\sigma'|$. The negative term then wins, and the maximum moves toward shorter doses, where $\sigma$ is larger.

The Gaussian shape is an assumption too. A Student distribution with five degrees of freedom and the same mean and variance lowers EI at the chosen dose to 0.097 nm/min, about 5\%. A Gaussian also ignores physical bounds. It gives negative rates a probability of only $2\times10^{-7}$ at this dose, but in the model no rate can exceed $60g/t_0=1.2$ nm/min. Replacing $f$ by $\min(f,c)$ with $c=1.2$ nm/min subtracts $E[\max(f-c,0)]$ from EI. Here $(\mu-c)/\sigma=-1.60$, and (\ref{ei}) with $b$ replaced by $c$ gives a reduction of about 0.004 nm/min, or 4\%. That bound holds for all doses together. At a given dose $\theta\le1$ gives the tighter bound $c=60g/(d+t_0)$, which is 1.040 nm/min at 0.77 s. Then $(\mu-c)/\sigma=-0.72$ and the reduction is 0.025 nm/min, about a quarter of EI, so a known saturated growth per cycle is information that the Gaussian prior wastes.

Set beside real deposition from these precursors, about 0.1 nm per cycle near 473 K is a typical rough value. The reaction probability is a rough effective number, and the pressure is modest; since $\tau\propto1/p$, a higher pressure shortens the useful dose. Real surfaces need not have a single kind of site. If one fifth of the sites react ten times more slowly, the rate at 0.77 s falls from 1.013 to 0.874 nm/min, or 14\%. Repeating the four runs and the choice on that surface selects 0.80 s and gains 0.084 nm/min, so the method still finds an improvement, though a smaller one. A 10\% loss of precursor pressure lowers the original rate by 0.012 nm/min. For a 10 mm diffusion gap and a diffusivity of 150 cm$^2$/s, a rough value for a total gas pressure of about 1 Torr, steady planar diffusion puts the initial depletion at the surface near 6\% of the supply pressure, provided that pressure is held fixed at the far side of the gap. Holding it is not trivial. The gas in a 10 mm gap contains only $p/(k_{\rm B}T)\times10$ mm, about 2 molecules per nm$^2$ or half of $N_s$. If it were renewed every 0.2 s it would deliver about 10 nm$^{-2}$s$^{-1}$ against an initial uptake $\beta J=19$ nm$^{-2}$s$^{-1}$. Such a reactor is limited by supply and needs longer doses than $\tau$ suggests; the model assumes a flow large enough to keep $p$ constant. A well-mixed reactor with a gas residence time of 0.2 s retains $e^{-10}\approx5\times10^{-5}$ of the pulse after a 2 s purge, which is negligible beside the other effects.

The choice of objective sets a further limit. At the optimum $d/\tau=3.3$, so about 4\% of the sites remain empty and the thickness still depends on the local dose. Where uniformity over a wafer or inside a deep trench matters, it must enter $f$ or be imposed as a constraint; growth rate alone would favour too short a dose. The numerical output below lists most of the values used here; the others follow from them by the formulas given.

\section*{Computed values}
\begin{verbatim}
temperature 473 K; precursor pressure 0.01 Torr
precursor mass 72.09 u; reaction probability 1.0e-03
uptake 4.0 per nm2; saturated growth 0.10 nm/cycle
time of other steps 5.0 s; impingement 1.9023e+04 nm^-2 s^-1
saturation time 0.2103 s
prior mean 0.6 nm/min; sd 0.3 nm/min; ln-dose length 1.0
initial run: dose 0.05 s, rate 0.2514 nm/min
initial run: dose 0.20 s, rate 0.7081 nm/min
initial run: dose 2.00 s, rate 0.8571 nm/min
initial run: dose 5.00 s, rate 0.6000 nm/min
incumbent: dose 2.00 s, rate 0.8571 nm/min
columns: dose s | mean, sd nm/min | z | EI, simulated rate nm/min
largest mean: 1.0567 | 0.9205, 0.1342 | 0.4727 | 0.09110, 0.9841
largest sd: 0.6046 | 0.8928, 0.1923 | 0.1858 | 0.09591, 1.0102
largest EI: 0.7694 | 0.9102, 0.1808 | 0.2940 | 0.10183, 1.0132
short dose: 0.2500 | 0.7676, 0.0555 | -1.6128 | 0.00125, 0.7948
at largest EI: Delta 0.0532 nm/min; Phi 0.6156; phi 0.3821
terms: Delta*Phi 0.03273, sigma*phi 0.06909 nm/min
split: certain gain 0.05317, option value 0.04866 nm/min
slopes per unit ln-dose: mean 0.05884, sd -0.09481 nm/min
exchange rate phi/Phi 0.6206 (dimensionless)
realised gain of EI run 0.1561 nm/min
standardised surprise 0.569
EI run 1: dose 0.7694 s, EI before 0.10183, rate 1.01319 nm/min
EI run 2: dose 0.5505 s, EI before 0.00696, rate 1.00214 nm/min
EI run 3: dose 0.7047 s, EI before 0.00121, rate 1.01491 nm/min
simulated optimum: dose 0.7015 s, rate 1.01492 nm/min
shortfall after EI runs 4.29e-06 nm/min
noise sd 0.02 nm/min: realisable gain 0.10057 nm/min
  joint-truth EI 0.10140; noisy-width EI 0.10213 nm/min
  repeat incumbent: noisy-width EI 0.01126, realisable 0.00000 nm/min
changed length 0.7: dose 0.9761 s, EI 0.06260 nm/min
changed length 1.4: dose 0.7663 s, EI 0.13671 nm/min
changed prior sd 0.2 nm/min: dose 0.8525 s, EI 0.08015 nm/min
changed prior sd 0.45 nm/min: dose 0.7129 s, EI 0.13770 nm/min
Student-t, 5 degrees of freedom, same variance: EI 0.09683 nm/min
probability of negative rate at EI dose 2.41e-07
slow-site fraction 0.2, ten times slower: rate at original EI dose 0.8743 nm/min
  rerun with slow sites: dose 0.8000 s, EI 0.08525, realised gain 0.0838 nm/min
pressure 10% lower: rate change at EI dose -0.01184 nm/min
diffusivity 150 cm2/s, gap 10 mm: initial depletion 5.85 %
purge 2.0 s, gas residence 0.2 s: precursor left 4.54e-05 of pulse
\end{verbatim}
